Coulomb tensor, Hund's exchange and spin-orbit levels of the 4f² configuration

**Setting.** Two electrons occupy a 4f shell (l = 3) with orbitals R(r)Y_3m, the same R for all m. There is no crystal field and no coupling to other shells. With V the Coulomb repulsion, K = e²/(4πε₀) and ħ = 1,

Fk = K ∬ R(r₁)² R(r₂)² (r_<^k / r_>^(k+1)) r₁² r₂² dr₁ dr₂,
U_mn = ⟨mn|V|mn⟩, J_mn = ⟨mn|V|nm⟩.

The spin-orbit term is ζ Σ l·s with ζ > 0. For numbers, use the round model values F0 = 6, F2 = 9, F4 = 6, F6 = 4.5 and ζ = 0.1, all in eV. Here F0 is an effective, screened parameter: the bare integral F0 could not be smaller than F2. Its value shifts all f² levels equally and changes no splitting.

**(a) Derive the Coulomb tensor ⟨m₁m₂|V|m₃m₄⟩ and its angular integrals.**

Let C_kq = √(4π/(2k+1)) Y_kq. The multipole expansion is

1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) Σ_q C_kq(1) C_kq*(2).

Define c^k(m,n) = ⟨3m|C_k,m−n|3n⟩, which is real. Electron 1 gives c^k(m₁,m₃) with q = m₁ − m₃. Electron 2 gives ⟨m₂|C_kq*|m₄⟩ = ⟨m₄|C_kq|m₂⟩* = c^k(m₄,m₂) with q = m₄ − m₂. Both values of q must agree, so

⟨m₁m₂|V|m₃m₄⟩ = δ(m₁+m₂, m₃+m₄) Σ_k Fk c^k(m₁,m₃) c^k(m₄,m₂).

Parity and the triangle rule leave k = 0, 2, 4, 6.

The diagonal c^k(m,m) is the mean of P_k(x), x = cos θ, over |Y_3m|². The densities in x, normalized on [−1,1], are

m=3: (35/32)(1−x²)³
m=2: (105/16)x²(1−x²)²
m=1: (21/32)(1−x²)(5x²−1)²
m=0: (7/8)(5x³−3x)².

Integrating powers gives the moments ⟨x²⟩, ⟨x⁴⟩, ⟨x⁶⟩:

m=3: 1/9, 1/33, 5/429
m=2: 1/3, 5/33, 35/429
m=1: 7/15, 53/165, 101/429
m=0: 23/45, 13/33, 147/429.

Insert them in P₂ = (3x²−1)/2, P₄ = (35x⁴−30x²+3)/8 and P₆ = (231x⁶−315x⁴+105x²−5)/16. With scales s₂ = 15, s₄ = 33, s₆ = 429/5, the integers s_k c^k(m,m) for m = 3, 2, 1, 0 are

k=2: −5, 0, 3, 4
k=4: 3, −7, 1, 6
k=6: −1, 6, −15, 20.

They are the same for −m. Off-diagonal values follow from [L₊, C_kq] = √(k(k+1)−q(q+1)) C_k,q+1. With A(m) = √(12−m(m+1)), its matrix element between m+q+1 and m is

√(k(k+1)−q(q+1)) c^k(m+q+1,m) = A(m+q) c^k(m+q,m) − A(m) c^k(m+q+1,m+1).

For k=2, q=0, m=2 this reads √6 c²(3,2) = √6 (0 + 5/15), where the superscript is k. The scaled square is therefore 25. Repeated use gives s_k² [c^k(m,n)]²:

(m,n): k=2, k=4, k=6
(3,2): 25, 30, 7
(3,1): 10, 54, 28
(3,0): 0, 63, 84
(3,−1): 0, 42, 210
(3,−2): 0, 0, 462
(3,−3): 0, 0, 924
(2,1): 15, 32, 105
(2,0): 20, 3, 224
(2,−1): 0, 14, 378
(2,−2): 0, 70, 504
(1,0): 2, 15, 350
(1,−1): 24, 40, 420

As a test of the whole tensor, it was compared with directly evaluated Coulomb integrals of a Gaussian f shell; the largest difference was about 10⁻¹⁴ hartree.

**(b) Let U be the mean of U_mn over all m, n, and U − J the mean of U_mn − J_mn over m ≠ n. Show that J = (286F2 + 195F4 + 250F6)/6435.**

The density Σ_m |Y_3m|² = 7/(4π) is spherical, so only k = 0 survives in ΣU_mn = 49F0. Hence U = F0. For the exchange sum, the addition theorem gives Σ_m Y_3m*(1)Y_3m(2) = (7/4π)P₃(cos γ), where γ is the angle between the two directions. Therefore

Σ_mn J_mn = Σ_k Fk (7/4π)² ∬ P₃² P_k dΩ₁dΩ₂ = 49 Σ_k w_k Fk,
w_k = ½∫P₃²P_k dx.

The factor is (49/16π²)·4π·2π = 49/2. The m=0 density in (a) is (7/2)P₃², so w_k = c^k(0,0)/7. This yields w₀ = 1/7, w₂ = 4/105, w₄ = 2/77, w₆ = 100/3003.

Since U_mm = J_mm, the terms m = n cancel in the difference, and the sum over the 42 ordered pairs equals the full sum:

U − J = (49/42)(F0 − Σ_k w_k Fk) = F0 − (7/6)(w₂F2 + w₄F4 + w₆F6).

Thus

J = 2F2/45 + F4/33 + 50F6/1287 = (286F2 + 195F4 + 250F6)/6435.

Here J = 0.4000 + 0.1818 + 0.1748 = 0.757 eV. Both full sums are traces and do not change under a unitary change of orbitals, so J is basis independent. The plain mean of J_mn over m ≠ n is a different quantity, because it omits the basis-dependent ΣJ_mm. It is 0.643 eV for the complex Y_3m and 0.579 eV for the real spherical harmonics (Y_30 and the real and imaginary parts of Y_3m). Other real bases give other values, for example 0.62 eV for the cubic set xyz, x(5x²−3r²), x(y²−z²) and their permutations.

**(c) Find all terms of f² and their energies without spin-orbit coupling.**

A triplet has an antisymmetric orbital part. The number of pairs m > n with m+n = M is 1, 1, 2, 2, 3, 3 for M = 5, 4, 3, 2, 1, 0, so L = 5, 3, 1. Singlets also admit m = n, which gives L = 6, 4, 2, 0. The terms are ³H, ³F, ³P, ¹I, ¹G, ¹D, ¹S, with 3·21 + 28 = 91 states.

At fixed M, the trace of V equals the sum of the energies of all terms with L ≥ M. Each pair contributes U_mn − J_mn for triplets and U_mn + J_mn for singlets; a doubly occupied orbital contributes U_mm. Hence

E(³H) = U_32 − J_32
E(³F) = [3,0]₋ + [2,1]₋ − E(³H)
E(³P) = [3,−2]₋ + [2,−1]₋ + [1,0]₋ − E(³H) − E(³F)
E(¹I) = U_33
E(¹G) = [3,1]₊ + U_22 − E(¹I)
E(¹D) = [3,−1]₊ + [2,0]₊ + U_11 − E(¹I) − E(¹G)
E(¹S) = [3,−3]₊ + [2,−2]₊ + [1,−1]₊ + U_00 − E(¹I) − E(¹G) − E(¹D),

where [m,n]± = U_mn ± J_mn. For ³H the scaled coefficients are (−5)(0) − 25 = −25, (3)(−7) − 30 = −51 and (−1)(6) − 7 = −13. The others follow from the same tables. Writing

E − F0 = αF2/225 + βF4/1089 + 25γF6/184041,

the results are

term: α, β, γ; E − F0 in eV
³H: −25, −51, −13; −1.289
³F: −10, −33, −286; −0.757
¹G: −30, 97, 78; −0.618
¹D: 19, −99, 715; 0.652
¹I: 25, 9, 1; 1.050
³P: 45, 33, −1287; 1.195
¹S: 60, 198, 1716; 4.540

The ³H entry is −1.000 − 0.281 − 0.008 = −1.289 eV. The weighted triplet mean (11E(³H) + 7E(³F) + 3E(³P))/21 is F0 − J, as the definition of J requires. So U − J is the energy of the average parallel-spin pair, and ³H lies 0.532 eV below it.

**(d) When is ³H the lowest term?**

Because r_</r_> ≤ 1, every radial function obeys F2 ≥ F4 ≥ F6 > 0. Subtracting the ³H coefficients gives (α, β, γ) for each energy difference:

³F: 15, 18, −273
¹D: 44, −48, 728
¹I: 50, 60, 14
³P: 70, 84, −1274
¹S: 85, 249, 1729
¹G: −5, 148, 91.

The first five differences are positive. For ³F, the F2 coefficient 15/225 = 0.067 exceeds the magnitude of the negative F6 coefficient, 0.037. For ¹D, 0.196 exceeds 0.044, and for ³P, 0.311 exceeds 0.173. The remaining competitor is ¹G, so ³H is lowest if and only if

148F4/1089 + 2275F6/184041 > F2/45.

F4 > 0.164F2 is sufficient. The example has F4/F2 = 0.67 and a ¹G–³H gap of 0.671 eV. If the inequality is reversed, ¹G is lowest.

An actual radial function cannot reverse it. Put r = e^u, with r in any fixed length unit, and g(u) = R² r^(5/2). The kernel in Fk becomes exp(−(k+½)|u₁−u₂|), whose Fourier transform is (2k+1)/[(k+½)²+ω²]. Hence Fk is proportional, with the same factor for all k, to

∫ |ĝ(ω)|² (2k+1)/[(k+½)²+ω²] dω.

The ratio of the k=4 and k=2 integrands is (9/5)(25/4+ω²)/(81/4+ω²), which is smallest at ω = 0, where it equals 5/9. So F4 ≥ 5F2/9, well above 0.164F2, and ³H is lowest for every common R(r). The reversed case can occur only if the Fk are treated as free parameters.

**(e) Find the spin-orbit shifts of ³H and the complete J = 4 matrix.**

Within one term, the orbital and spin vector operators are proportional to L and S, so ζΣl·s acts as λL·S. The state |3↑2↑⟩ has M_L = 5, M_S = 1 and spin-orbit energy ζ(3+2)/2. Equating this to 5λ gives λ = ζ/2. For ³F, the M_L = 3, M_S = 1 trace is 3ζ; removing the ³H part, 3ζ/2, leaves 3λ = 3ζ/2, again λ = ζ/2.

Using L·S = ½[J(J+1) − L(L+1) − S(S+1)], the ³H values for J = 4, 5, 6 are −6, −1, 5. The shifts are −3ζ, −ζ/2, 5ζ/2. For ³F₄, L·S = 3 and the shift is 3ζ/2; for ¹G₄ it is zero.

No other terms contain J = 4. An orbital vector operator changes L by at most one, so ³H and ³F do not couple directly. In the order ³H, ¹G, ³F, with real positive phases, the matrix is

[E_H − 3ζ, a, 0]
[a, E_G, b]
[0, b, E_F + 3ζ/2].

To find a and b, switch off V. Then l·s is −2 for j = 5/2 and 3/2 for j = 7/2. The pairs (5/2,5/2), (5/2,7/2), (7/2,7/2) each supply one J = 4 level, at −4ζ, −ζ/2, 3ζ. Comparing the trace of the squared matrix and the determinant gives

9 + 9/4 + 2(a²+b²)/ζ² = 16 + 1/4 + 9
3b²/ζ² − 3a²/(2ζ²) = (−4)(−1/2)(3) = 6.

So a² + b² = 7ζ² and 2b² − a² = 4ζ², hence a² = 10ζ²/3 and b² = 11ζ²/3.

**(f) Assume ³H is the lowest term. Determine the ground J, a sufficient condition on ζ, and a lower bound on the ³H weight.**

The variational principle gives E(J=4) ≤ E_H − 3ζ. Let Δ be the gap from ³H to the lowest of ³F, ¹D, ³P, ¹S.

J = 0 and 2 arise from those four terms alone. Their spin-orbit energy is at least −4ζ, so their energy is at least E_H + Δ − 4ζ. For J = 1, 3, 5, 6, the pair (5/2,5/2) is absent because it allows only J = 0, 2, 4. Their energy is therefore at least E_H − ζ/2. Both bounds lie above E_H − 3ζ if

0 < ζ < Δ.

The ground level then has J = 4 and is ninefold degenerate. Some such condition is needed for this argument: with V = 0, the levels J = 0, 2, 4 are degenerate at −4ζ, so spin-orbit coupling alone does not select J = 4. The condition is sufficient only: nothing here says that the ground J changes when ζ exceeds Δ.

For the weight, write the lowest J = 4 energy as E_H − 3ζ − δ, with amplitudes h, g, f on ³H, ¹G, ³F. The first and third rows of the eigenvalue equation give

g/h = −δ/a,
|f/h| = (b/a) δ/(E_F − E_H + 9ζ/2 + δ).

Lowering E_G and E_F to E_H can only lower the eigenvalue, and that degenerate limit has eigenvalue E_H − 4ζ. Hence δ ≤ ζ. Both ratios grow with δ, and the second falls with the gap, so

(g/h)² ≤ 3/10, (f/h)² ≤ (11/10)(2/11)² = 2/55,
h² ≥ 1/(1 + 3/10 + 2/55) = 110/147 ≈ 0.748.

The ground level is therefore mainly ³H₄. The label names its leading component, since L and S are no longer exact quantum numbers. Random Slater integrals and couplings were used to test the term condition, the ground J and this bound.

**(g) Evaluate and interpret the example.**

Here Δ = 0.532 eV exceeds ζ = 0.1 eV. The J = 4 matrix, relative to F0 and in eV, is

[−1.589, 0.183, 0]
[0.183, −0.618, 0.191]
[0, 0.191, −0.607].

Its lowest eigenvalue is −1.623 eV, so mixing lowers the first-order level by δ = 0.034 eV. Then (g/h)² = (0.034/0.183)² ≈ 0.035. Full diagonalization gives weights 96.5% ³H, 3.4% ¹G and 0.1% ³F.

³H₅ is the sole J = 5 level and keeps its first-order energy. It lies 5ζ/2 + δ = 0.284 eV above the ground level, or about 2300 cm⁻¹. ³H₆ lies at 0.577 eV. Its first-order energy is 11ζ/2 + δ = 0.584 eV above the mixed ground level; coupling to ¹I₆ lowers it slightly.

The levels labelled ³F₄ and ¹G₄ have leading weights of only 53% and 52%. Their diagonal energies differ by 0.011 eV, far less than their coupling of 0.191 eV, so they mix strongly and a single term symbol describes them poorly. The full list of thirteen levels is in the numerical output.

Computed values

```
Inputs (eV): F0, F2, F4, F6, zeta = 6.0 9.0 6.0 4.5 0.1
w_k for k=0,2,4,6: 1/7 4/105 2/77 100/3003
Scales s_k for k=2,4,6: 15, 33, 429/5
s_k c^k(m,m), k=2, m=3,2,1,0: -5 0 3 4
s_k c^k(m,m), k=4, m=3,2,1,0: 3 -7 1 6
s_k c^k(m,m), k=6, m=3,2,1,0: -1 6 -15 20
Pairs (m,n): (3,2) (3,1) (3,0) (3,-1) (3,-2) (3,-3) (2,1) (2,0) (2,-1) (2,-2) (1,0) (1,-1)
s_k^2 c^k(m,n)^2, k=2: 25 10 0 0 0 0 15 20 0 0 2 24
s_k^2 c^k(m,n)^2, k=4: 30 54 63 42 0 0 32 3 14 70 15 40
s_k^2 c^k(m,n)^2, k=6: 7 28 84 210 462 924 105 224 378 504 350 420
Gaussian f shell, largest tensor error: 1.3e-14 hartree
U = 6.0000 eV, J = 0.7566 eV, U-J = 5.2434 eV
Mean exchange m!=n, complex orbitals: 0.6430 eV
Mean exchange m!=n, real orbitals: 0.5788 eV
Term: coefficients of F2/225, F4/1089, 25*F6/184041; E-F0 (eV)
 3H: -25 -51 -13 ; -1.2889
 3F: -10 -33 -286 ; -0.7566
 1G: -30 97 78 ; -0.6179
 1D: 19 -99 715 ; 0.6516
 1I: 25 9 1 ; 1.0502
 3P: 45 33 -1287 ; 1.1951
 1S: 60 198 1716 ; 4.5399
Triplet average minus F0: -0.7566 eV
Gap 1G-3H: 0.6711 eV; Delta: 0.5323 eV
3H shifts / zeta, J=4,5,6: -3.00 -0.50 2.50
Squared couplings / zeta^2: 3H4-1G4 3.3333, 1G4-3F4 3.6667
J=4 matrix minus F0 (eV), order 3H, 1G, 3F:
   -1.5889 0.1826 0.0000
   0.1826 -0.6179 0.1915
   0.0000 0.1915 -0.6066
Ground energy minus F0: -1.6233 eV
First-order 3H4 energy minus F0: -1.5889 eV
Ground weights: 3H 0.9646 1G 0.0342 3F 0.0012
Smallest possible 3H weight, 110/147: 0.7483
Level: energy above ground (eV), weight of leading term
 3H4: 0.0000, 0.9646
 3H5: 0.2844, 1.0000
 3H6: 0.5772, 0.9966
 3F2: 0.6298, 0.9776
 3F3: 0.8167, 1.0000
 3F4: 0.8397, 0.5268
 1G4: 1.2168, 0.5157
 1D2: 2.2413, 0.8783
 1I6: 2.6807, 0.9966
 3P0: 2.6839, 0.9902
 3P1: 2.7684, 1.0000
 3P2: 2.9390, 0.8993
 1S0: 6.1977, 0.9902
Random cases: 3H lowest 136, 1G lowest 24
```
